# The 1s Contraction of Mercury: Relativistic Estimate and Dirac Result

## Definitions and conventions

Consider one electron of mass $m$ and charge $-e$ bound to a fixed point nucleus of charge $Ze$. For mercury $Z=80$, so the system is the ion Hg$^{79+}$, not the neutral atom. SI units are used throughout. The fine-structure constant and the Bohr radius are

$$
\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar c},\qquad
a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2}=\frac{\hbar}{\alpha mc}.
$$

The second form of $a_0$ follows from the first by inserting $e^2/(4\pi\varepsilon_0)=\alpha\hbar c$. The same substitution gives the potential energy

$$
V(r)=-\frac{Ze^2}{4\pi\varepsilon_0 r}=-\frac{Z\alpha\hbar c}{r}.
$$

Two abbreviations will be used:

$$
\lambda=\frac{Z}{a_0}=\frac{Z\alpha mc}{\hbar},\qquad
\gamma=\sqrt{1-(Z\alpha)^2},\qquad Z\alpha<1 .
$$

This $\gamma$ is smaller than one. The Lorentz factor of a particle with speed $Z\alpha c$ is its inverse, $1/\gamma$.

"Contraction" means the fraction by which a length in the relativistic theory falls below the same length in the nonrelativistic theory. The length must be named, because different measures of size can contract by different amounts. The main one here is the mean distance $\langle r\rangle$ between electron and nucleus.

## The estimate

### The speed

The nonrelativistic 1s state supplies a typical speed. For a spherical state $\psi=u(r)/(\sqrt{4\pi}\,r)$, the Schrödinger equation is

$$
-\frac{\hbar^2}{2m}u''-\frac{Z\alpha\hbar c}{r}u=E_{\rm S}u .
$$

Try $u=re^{-\lambda r}$, up to normalization. Differentiating twice gives $u''=(\lambda^2-2\lambda/r)u$. The $1/r$ terms cancel if $\hbar^2\lambda/m=Z\alpha\hbar c$, which is the value of $\lambda$ defined above. This function has no node for $r>0$ and is the 1s state.

For such a state the mean squared momentum is

$$
\langle p^2\rangle=-\hbar^2\frac{\int_0^\infty u\,u''\,dr}{\int_0^\infty u^2\,dr}
=-\hbar^2\left(\lambda^2-2\lambda\left\langle\frac1r\right\rangle\right).
$$

The mean inverse radius follows from $\int_0^\infty r^n e^{-2\lambda r}dr=n!/(2\lambda)^{n+1}$:

$$
\left\langle\frac1r\right\rangle
=\frac{1/(2\lambda)^2}{2/(2\lambda)^3}=\lambda .
$$

Hence $\langle p^2\rangle=\hbar^2\lambda^2$, and the root-mean-square momentum divided by $m$ is

$$
\frac{p_{\rm rms}}{m}=\frac{\hbar\lambda}{m}=Z\alpha c .
$$

For mercury this is more than half the speed of light, so a relativistic correction of order $(Z\alpha)^2$ should be visible.

### The radius

Now take a circular orbit with the relativistic momentum $p=mv/\sqrt{1-v^2/c^2}$. The speed is constant and the momentum vector turns at the angular rate $v/r$, so the magnitude of its rate of change is $pv/r$. Setting this equal to the Coulomb force, and requiring angular momentum $\hbar$, gives

$$
\frac{pv}{r}=\frac{Z\alpha\hbar c}{r^2},\qquad pr=\hbar .
$$

Multiply the first equation by $r^2$ and replace $pr$ by $\hbar$. The result is $v=Z\alpha c$, with no relativistic correction to the speed. The momentum is therefore $p=mZ\alpha c/\gamma$, and

$$
r=\frac{\hbar}{p}=\gamma\frac{\hbar}{Z\alpha mc}=\gamma\frac{a_0}{Z}.
$$

The nonrelativistic orbit has radius $a_0/Z$. In the language of relativistic mass, $m$ has been replaced by $m/\gamma$, and a radius inversely proportional to the mass shrinks by the factor $\gamma$. The estimated contraction is $1-\gamma$. It differs from the fractional mass increase, $1/\gamma-1$.

The 1s state has no orbital angular momentum in the Schrödinger theory, so the orbit cannot be taken literally. The same radius follows without an orbit. If the electron is confined to a distance $r$, the uncertainty relation suggests a momentum $p\approx\hbar/r$. Taking this as an equality gives the energy

$$
E(p)=\sqrt{m^2c^4+p^2c^2}-Z\alpha c\,p .
$$

Its derivative is

$$
\frac{dE}{dp}=\frac{pc^2}{\sqrt{m^2c^4+p^2c^2}}-Z\alpha c=v-Z\alpha c ,
$$

because the first term is the relativistic speed. It vanishes at $v=Z\alpha c$. Since $v$ grows with $p$, this point is a minimum. The argument also shows its own limit: for $Z\alpha\geq1$ the derivative is negative at every finite $p$, and there is no minimum at a finite radius.

### Numbers for mercury

With $\alpha=0.00729735$,

$$
Z\alpha=80\times0.00729735=0.5838,\qquad
\gamma=\sqrt{1-0.3408}=0.8119 .
$$

The speed is $0.5838\times2.998\times10^8\ \mathrm{m/s}=1.750\times10^8\ \mathrm{m/s}$. The mass factor is $1/0.8119=1.232$, an increase of 23 percent. The radius falls from

$$
\frac{a_0}{Z}=\frac{52.9177\ \mathrm{pm}}{80}=0.6615\ \mathrm{pm}
$$

to $0.8119\times0.6615\ \mathrm{pm}=0.5371\ \mathrm{pm}$. The estimated contraction is $1-0.8119=0.188$, or about 19 percent.

## The Dirac 1s state

### From the Dirac equation to two radial equations

The estimate assigned one speed and one radius to the electron. The controlled calculation starts from the Dirac equation. Written for the upper and lower two-component parts $\phi$ and $\eta$ of the wavefunction, it reads

$$
(V+mc^2)\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=E\phi,
$$

$$
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-mc^2)\eta=E\eta ,
$$

where $\mathbf p=-i\hbar\nabla$, $\boldsymbol\sigma$ denotes the Pauli matrices, and $E$ includes the rest energy $mc^2$. For an s state the upper part is spherical. Let $\chi$ be a constant spinor and $\hat{\mathbf r}$ the radial unit vector, and set

$$
\phi=\frac{G(r)}{r}\chi,\qquad
\eta=-i\frac{F(r)}{r}(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi .
$$

The gradient of a function of $r$ points along $\hat{\mathbf r}$. Therefore

$$
\boldsymbol\sigma\cdot\mathbf p\,\phi
=-i\hbar(\boldsymbol\sigma\cdot\hat{\mathbf r})
\left(\frac Gr\right)'\chi .
$$

For the lower part, write $f=F/r$ and use $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$, with $\mathbf a$ replaced by $\nabla$ and $\mathbf b$ by $f\hat{\mathbf r}$. A radial field has no curl, and its divergence is $f'+2f/r$. The factors in front multiply to $(-i\hbar)(-i)=-\hbar$, so

$$
\boldsymbol\sigma\cdot\mathbf p\,\eta
=-\hbar\left(f'+\frac{2f}{r}\right)\chi
=-\frac{\hbar}{r}\left(F'+\frac Fr\right)\chi .
$$

The last step uses $f'=F'/r-F/r^2$. Insert both results into the Dirac equation. Multiply the first line by $r$, and remove the common factor $-i(\boldsymbol\sigma\cdot\hat{\mathbf r})/r$ from the second. Since $r(G/r)'=G'-G/r$, the radial equations are

$$
(V+mc^2-E)G-\hbar c\left(F'+\frac Fr\right)=0,
$$

$$
\hbar c\left(G'-\frac Gr\right)+(V-mc^2-E)F=0 .
$$

### Solving them

The nonrelativistic function was a power of $r$ times an exponential. Try the same form with an unknown power $\nu$ and an unknown decay constant $\mu$:

$$
G=A r^\nu e^{-\mu r},\qquad F=B r^\nu e^{-\mu r}.
$$

Each derivative produces the factor $\nu/r-\mu$. After division by $r^\nu e^{-\mu r}$, every equation contains a term in $1/r$ and a constant term, and each must vanish separately. The $1/r$ terms give

$$
-Z\alpha A-(\nu+1)B=0,\qquad (\nu-1)A-Z\alpha B=0 .
$$

The first yields $B/A=-Z\alpha/(\nu+1)$ and the second $B/A=(\nu-1)/(Z\alpha)$. Equating them gives

$$
\nu^2-1=-(Z\alpha)^2,\qquad \nu=\pm\gamma .
$$

For mercury the negative root must be rejected: the density would behave as $r^{-2\gamma}=r^{-1.62}$ near the origin, and its integral would diverge. For charges so large that $\gamma<1/2$, that integral converges. The point-nucleus problem then needs an additional condition at the origin, and the positive root is selected here as the continuation of the solution for smaller $Z$. With $\nu=\gamma$,

$$
\frac BA=-q,\qquad q=\frac{1-\gamma}{Z\alpha}.
$$

The constant terms give

$$
(mc^2-E)A+\hbar c\mu B=0,\qquad
-\hbar c\mu A-(mc^2+E)B=0 .
$$

With $B=-qA$ these become

$$
mc^2-E=q\hbar c\mu,\qquad mc^2+E=\frac{\hbar c\mu}{q}.
$$

Because $(Z\alpha)^2=(1-\gamma)(1+\gamma)$, the inverse of $q$ is $(1+\gamma)/(Z\alpha)$. Hence $q+1/q=2/(Z\alpha)$ and $1/q-q=2\gamma/(Z\alpha)$. Adding the two equations gives

$$
2mc^2=\frac{2\hbar c\mu}{Z\alpha},\qquad
\mu=\frac{Z\alpha mc}{\hbar}=\lambda .
$$

Subtracting the first from the second gives

$$
2E=\frac{2\gamma\hbar c\lambda}{Z\alpha},\qquad E=\gamma mc^2 .
$$

As $Z\alpha\to0$, $\gamma\to1$ and $q\to0$. The lower component disappears relative to the upper one, and $G$ becomes the Schrödinger function $re^{-\lambda r}$. The solution is therefore the relativistic continuation of the 1s state. The numerical check also finds its energy as the lowest eigenvalue of these two radial equations above their negative-energy states for $Z=20$, 50 and 80.

## Mean radii and their ratio

The matrix $\boldsymbol\sigma\cdot\hat{\mathbf r}$ squares to one, so the probability density in $r$ is proportional to $G^2+F^2$. Both components have the same radial shape. Thus

$$
D_{\rm D}(r)\propto r^{2\gamma}e^{-2\lambda r},\qquad
D_{\rm S}(r)\propto r^2e^{-2\lambda r}
$$

for the Dirac and Schrödinger theories. The required integral is

$$
\int_0^\infty r^s e^{-2\lambda r}dr
=\frac{\Gamma(s+1)}{(2\lambda)^{s+1}},\qquad s>-1 ,
$$

where $\Gamma$ is the gamma function and $\Gamma(s+1)=s\Gamma(s)$. Dividing the integral with $s=2\gamma+1$ by the normalization integral with $s=2\gamma$ gives

$$
\langle r\rangle_{\rm D}
=\frac{\Gamma(2\gamma+2)}{2\lambda\,\Gamma(2\gamma+1)}
=\frac{2\gamma+1}{2\lambda}
=\frac{(2\gamma+1)a_0}{2Z}.
$$

The Schrödinger density has the power 2 in place of $2\gamma$, so its mean radius is $\langle r\rangle_{\rm S}=3a_0/(2Z)$. The ratio is

$$
\frac{\langle r\rangle_{\rm D}}{\langle r\rangle_{\rm S}}
=\frac{2\gamma+1}{3}.
$$

This is exact for one electron and a fixed point nucleus. For mercury,

$$
\langle r\rangle_{\rm S}=1.5\times0.6615\ \mathrm{pm}=0.992\ \mathrm{pm},
$$

$$
\langle r\rangle_{\rm D}=(0.8119+0.5)\times0.6615\ \mathrm{pm}=0.868\ \mathrm{pm}.
$$

The ratio is $(2\times0.8119+1)/3=0.875$. The mean radius contracts by 12.5 percent, not by 19 percent.

## Comparison

The two contractions are related by

$$
1-\frac{2\gamma+1}{3}=\frac{2-2\gamma}{3}=\frac23(1-\gamma).
$$

Within this model the estimate is thus too large by a factor of $3/2$ for every $Z$ with $0<Z\alpha<1$, when it is applied to the mean radius. The discrepancy does not disappear for light atoms. Expanding the square root, $1-\gamma\approx(Z\alpha)^2/2$ for small $Z\alpha$, so the estimate begins as $(Z\alpha)^2/2$ and the contraction of the mean as $(Z\alpha)^2/3$. The estimate has the right power of $Z\alpha$ but not the right coefficient.

| $Z$ | Estimate (%) | Mean radius (%) |
|---:|---:|---:|
| 20 | 1.07 | 0.71 |
| 50 | 6.89 | 4.60 |
| 80 | 18.81 | 12.54 |

### Where the factor of two thirds comes from

The most probable radius is the maximum of the radial density. Setting the derivative of $\ln D_{\rm D}$ to zero gives

$$
\frac{2\gamma}{r}-2\lambda=0,\qquad
r_{\rm max}=\frac{\gamma}{\lambda}=\gamma\frac{a_0}{Z}.
$$

This is the radius of the relativistic orbit. In the Schrödinger theory the maximum is at $a_0/Z$. The estimate therefore gives the correct contraction of the most probable radius, 19 percent for mercury.

The mean lies farther out than the maximum, by

$$
\langle r\rangle_{\rm D}-r_{\rm max}
=\frac{2\gamma+1}{2\lambda}-\frac{\gamma}{\lambda}
=\frac{1}{2\lambda}=\frac{a_0}{2Z}.
$$

This distance does not contain $\gamma$ and is the same in both theories. The maximum and the mean consequently move inward by the same length, $(1-\gamma)a_0/Z$. For mercury the shifts are

$$
0.6615-0.5371=0.1244\ \mathrm{pm},\qquad
0.9922-0.8678=0.1244\ \mathrm{pm}.
$$

The first shift is divided by the nonrelativistic maximum, $a_0/Z$, and the second by the nonrelativistic mean, $3a_0/(2Z)$. The ratio of these two reference lengths is the factor $2/3$.

### What the heavier-mass picture misses

If the mass in the Schrödinger equation were simply replaced by $m/\gamma$, then $\lambda$ would become $\lambda/\gamma$. The whole density would shrink uniformly, and every measure of length would acquire the factor $\gamma$. The mean radius of mercury would be $0.8119\times0.9922\ \mathrm{pm}=0.806\ \mathrm{pm}$, about 7 percent below the Dirac value.

The Dirac density changes in another way. Its exponential keeps the decay constant $\lambda$, while the power of $r$ falls from $2$ to $2\gamma$. Apart from normalization, the density is multiplied by $r^{-2(1-\gamma)}$, which favours small distances. The logarithmic slope of this factor is $-2(1-\gamma)/r$, so its relative effect over a fixed interval of $r$ weakens farther out.

Other averages show the consequence. The integral with $s=2\gamma-1$, divided by the normalization integral, gives

$$
\left\langle\frac1r\right\rangle_{\rm D}
=\frac{2\lambda\,\Gamma(2\gamma)}{\Gamma(2\gamma+1)}
=\frac{\lambda}{\gamma}.
$$

The length $1/\langle1/r\rangle$ is thus reduced by the factor $\gamma$, in agreement with the estimate. This average gives large weight to small distances. The mean square radius gives more weight to large ones:

$$
\langle r^2\rangle_{\rm D}
=\frac{(2\gamma+2)(2\gamma+1)}{4\lambda^2},\qquad
\langle r^2\rangle_{\rm S}=\frac{3}{\lambda^2}.
$$

The root-mean-square radius therefore has the ratio $\sqrt{(\gamma+1)(2\gamma+1)/6}$. To compare it with the ratio of the means, square both and divide by the common factor $2\gamma+1$. This leaves $(\gamma+1)/6$ and $(2\gamma+1)/9$, whose difference is $(1-\gamma)/18>0$. The root-mean-square radius contracts less than the mean radius.

## Range of validity

The derived ratio treats the nucleus as a point. A mercury nucleus has a radius of roughly 7 fm, while the most probable electron radius is 0.5371 pm, or 537 fm. The nucleus is small on this scale, and so is its effect. If it is modelled as a uniformly charged sphere of radius 7 fm, the Dirac mean radius rises from 0.8678 pm to about 0.8684 pm and the contraction falls from 12.54 to about 12.49 percent. The three-digit values given above are unchanged, but the fourth digit belongs to the point-nucleus model only. Nuclear recoil and the corrections of quantum electrodynamics are also left out.

As $Z\alpha\to1$, $\gamma\to0$. The estimated radius then tends to zero, whereas the ratio of mean radii tends to $1/3$. The point-nucleus value of the most probable radius, $\gamma a_0/Z$, reaches nuclear size only at the very end of this range: it is about 9 fm at $Z=137$. The point-nucleus model fails well before that. For a uniformly charged nucleus of radius about 8 fm, the ratio of mean radii is about 0.59 instead of 0.54 at $Z=130$, and about 0.53 instead of 0.35 at $Z=137$. The limit $1/3$ is therefore a property of the point model, not of an extended nucleus.

In neutral mercury the other electrons repel the 1s electron and change both the relativistic and the nonrelativistic radius. The 12.5 percent found here is a result for Hg$^{79+}$. It is not a calculated value for the neutral atom, nor does it give the contraction of the outer shells.

The numerical check solves the orbit equations directly and diagonalizes the Schrödinger and Dirac equations in Gaussian bases that do not use $\gamma$. Its ratio of mean radii for mercury is 0.8746, in agreement with the formula.

## Calculated quantities

```
INPUTS
Nuclear charge number Z = 80
Fine-structure constant alpha = 0.00729735
Bohr radius a0 = 52.9177 pm
Speed of light c = 2.997925e+08 m/s
ESTIMATE FOR MERCURY
Z alpha = 0.5838
(Z alpha)^2 = 0.3408
Orbit speed, solved numerically = 1.7502e+08 m/s
gamma = sqrt(1-(Z alpha)^2) = 0.8119
Mass factor 1/gamma = 1.2317
Mass increase = 23.17 percent
Nonrelativistic orbit radius a0/Z = 0.6615 pm
Relativistic orbit radius = 0.5371 pm
Estimated contraction = 18.81 percent
MEAN RADII FOR MERCURY, ONE ELECTRON
Schroedinger, formula = 0.9922 pm
Schroedinger, diagonalized = 0.9922 pm
Dirac, formula = 0.8678 pm
Dirac, diagonalized = 0.8678 pm
Exact ratio (2 gamma + 1)/3 = 0.8746
Diagonalized ratio = 0.8746
Exact contraction of mean = 12.54 percent
Exact / estimated contraction = 0.6667
OTHER MEASURES FOR MERCURY
Dirac density maximum, formula = 0.5371 pm
Dirac density maximum, diagonalized = 0.537 pm
1/<1/r>, Dirac diagonalized = 0.5371 pm
Dirac (E - mc^2)/mc^2, formula = -0.18809
Dirac (E - mc^2)/mc^2, diagonalized = -0.18809
Schroedinger rms p/(Z hbar/a0) = 1.0000
CONTRACTIONS IN PERCENT: Z, estimate, exact mean, diagonalized
 20     1.07     0.71     0.71
 50     6.89     4.60     4.60
 80    18.81    12.54    12.54
```
